# Why a Circularly Driven Uniaxial Macrospin Can Be Quasiperiodic but Never Chaotic: test program

```python
"""
RESULT UNDER TEST
A uniaxial macrospin in a field rotating about its symmetry axis is an autonomous
flow on a sphere in the corotating frame. Its recurrent motions are fixed points
(periodic in the laboratory) or closed orbits (two frequencies), never chaos.

SYMBOLS (fields in units of the anisotropy field H_p, time in 1/(gamma H_p))
m, n    unit magnetization in the laboratory and in the rotating frame
kappa   -1 easy plane, +1 easy axis;   hz, h  static axial and rotating field
Omega   drive angular frequency;       alpha  Gilbert damping
drift   mean laboratory precession rate on a closed orbit, Omega - 2 pi/period
A parameter tuple is (kappa, hz, h, Omega, alpha).
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.special import j1, jnp_zeros
from scipy import constants as const

rng = np.random.default_rng(7)


def rotating_flow(n, p):
    x, y, z = n
    kappa, hz, h, Omega, alpha = p
    bz = hz + kappa * z
    d = x * h + z * bz
    q = 1.0 / (1.0 + alpha * alpha)
    return [-q * (y * bz + alpha * (x * d - h)) + Omega * y,
            -q * (z * h - x * bz + alpha * y * d) - Omega * x,
            -q * (-y * h + alpha * (z * d - bz))]


def divergence(n, p):
    kappa, hz, h, Omega, alpha = p
    return alpha / (1 + alpha**2) * (kappa * (1 - 3 * n[2]**2)
                                     - 2 * hz * n[2] - 2 * h * n[0])


def tangent_jacobian(n, p, eps=1e-5):
    trial = np.array([1.0, 0, 0]) if abs(n[0]) < 0.7 else np.array([0, 1.0, 0])
    e1 = np.cross(n, trial)
    e1 /= np.linalg.norm(e1)
    basis = [e1, np.cross(n, e1)]
    J = np.zeros((2, 2))
    for j, e in enumerate(basis):
        a, b = n + eps * e, n - eps * e
        fa = np.array(rotating_flow(a / np.linalg.norm(a), p))
        fb = np.array(rotating_flow(b / np.linalg.norm(b), p))
        for i in range(2):
            J[i, j] = basis[i] @ (fa - fb) / (2 * eps)
    return J


def fixed_points(p):
    kappa, hz, h, Omega, alpha = p
    a = hz - Omega
    poly = np.polymul([-1, 0, 1], [kappa**2 + (alpha * Omega)**2,
                                   2 * a * kappa, a * a])
    poly = poly - np.array([0, 0, h * h, 0, 0])
    found = []
    for root in np.roots(poly):
        if abs(root.imag) < 1e-9:
            c = root.real
            s = np.sqrt(1 - c * c)
            phi = np.arctan2(-alpha * Omega * s / h,
                             (hz + kappa * c - Omega) * s / (h * c))
            found.append(np.array([s * np.cos(phi), s * np.sin(phi), c]))
    return found


def section_point(c):
    return np.array([np.sqrt(1 - c * c), 0.0, c])


def crossings(n0, p, duration):
    """Times and heights n_z at which the orbit crosses phi = 0 with phi falling."""
    def event(t, n):
        return n[1]
    event.direction = -1
    sol = solve_ivp(lambda t, n: rotating_flow(n, p), (0, duration), n0,
                    method="DOP853", rtol=1e-10, atol=1e-12, events=event)
    t, states = sol.t_events[0], np.array(sol.y_events[0])
    keep = t > 1.0
    return t[keep], states[keep, 2]


def lab_rate(m, bx, by, hz, h_inplane, alpha):
    """Easy-plane spin in the laboratory; h_inplane is an added easy axis along x."""
    x, y, z = m
    fx = bx + h_inplane * x
    fz = hz - z
    d = x * fx + y * by + z * fz
    q = -1.0 / (1.0 + alpha * alpha)
    return np.array([q * (y * fz - z * by + alpha * (x * d - fx)),
                     q * (z * fx - x * fz + alpha * (y * d - by)),
                     q * (x * by - y * fx + alpha * (z * d - fz))])


def lab_step(m, t, dt, drive, hz, h_inplane, alpha):
    b0, b1, b2 = drive(t), drive(t + dt / 2), drive(t + dt)
    k1 = lab_rate(m, *b0, hz, h_inplane, alpha)
    k2 = lab_rate(m + dt / 2 * k1, *b1, hz, h_inplane, alpha)
    k3 = lab_rate(m + dt / 2 * k2, *b1, hz, h_inplane, alpha)
    k4 = lab_rate(m + dt * k3, *b2, hz, h_inplane, alpha)
    m = m + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    return m / np.sqrt((m * m).sum(axis=0))


# --- explicit rate satisfies the implicit Gilbert equation -------------------
v = rng.normal(size=3)
v /= np.linalg.norm(v)
rate = lab_rate(v, 0.3, -0.2, 0.4, 0.1, 0.3)
field = np.array([0.3 + 0.1 * v[0], -0.2, 0.4 - v[2]])
assert np.allclose(rate, -np.cross(v, field) + 0.3 * np.cross(v, rate), atol=1e-13)

# --- fixed points are complete (index sum 2) and divergence is right ---------
index_sets = 200
for _ in range(index_sets):
    p = (rng.choice([-1, 1]), rng.uniform(-1.5, 1.5), rng.uniform(0.02, 1.5),
         rng.uniform(0.1, 1.5), rng.uniform(0.01, 0.5))
    total = 0
    for n in fixed_points(p):
        assert np.max(np.abs(rotating_flow(n, p))) < 1e-6
        total += int(np.sign(np.linalg.det(tangent_jacobian(n, p))))
    assert total == 2
    v = rng.normal(size=3)
    v /= np.linalg.norm(v)
    assert abs(np.trace(tangent_jacobian(v, p)) - divergence(v, p)) < 1e-7

# --- two repellers force a cycle; weak-drive drift law -----------------------
weak_rows = []
for hz_w, Omega_w in ((0.5, 0.6), (0.3, 0.9)):
    p = (-1, hz_w, 0.01, Omega_w, 0.02)
    points = fixed_points(p)
    assert len(points) == 2
    for n in points:
        J = tangent_jacobian(n, p)
        assert np.linalg.det(J) > 0 and np.trace(J) > 0
    drifts = []
    for c_start in (0.95, -0.95):
        t, c = crossings(section_point(c_start), p, 2500)
        drifts.append(Omega_w - 2 * np.pi * 10 / (t[-1] - t[-11]))
    law = 0.01**2 * (Omega_w**2 + 1 - hz_w**2) / (2 * Omega_w**3)
    assert abs(drifts[0] - drifts[1]) < 1e-3 * law
    assert abs(drifts[0] / law - 1) < 5e-3
    weak_rows.append((hz_w, Omega_w, drifts[0], law))

# --- worked example: permalloy-like disk, Gaussian units ---------------------
M, alpha_ex, A_ex = 800.0, 0.02, 1.3e-6        # emu/cm3, 1, erg/cm (rough values)
radius, thick = 40e-7, 8e-7                    # cm
Hz, Ha, f_drive = 3500.0, 200.0, 5e9           # Oe, Oe, Hz
gamma = const.physical_constants["electron gyromag. ratio"][0] * 1e-4
aspect = thick / radius
x = np.arange(0.005, 2000, 0.01)               # midpoint rule
Nz = 2 * np.sum(j1(x)**2 / x * (1 - np.exp(-x * aspect)) / (x * aspect)) * 0.01
Hp = 4 * np.pi * M * (3 * Nz - 1) / 2
f_unit = gamma * Hp / (2 * np.pi)
hz, h, Omega = Hz / Hp, Ha / Hp, f_drive / f_unit
p_ex = (-1, hz, h, Omega, alpha_ex)

# --- laboratory runs: slow rise of drive, then of in-plane anisotropy --------
scan_Ha = np.array([50, 100, 150, 200, 250, 300, 350, 400] + [200] * 5, float)
scan_Hin = np.array([0] * 8 + [2, 5, 10, 20, 40], float)
main = 3
cone = section_point(hz)
m = np.repeat(cone[:, None], len(scan_Ha), axis=1)
dt, t_measure, t_end = 0.2, 1500.0, 2100.0


def rising_drive(t):
    amp = scan_Ha / Hp * min(1.0, t / 600)
    return amp * np.cos(Omega * t), amp * np.sin(Omega * t)


turn, weight_sum = np.zeros(len(scan_Ha)), 0.0
line_t, line_u, line_w = [], [], []
steps = int(round(t_end / dt))
for i in range(steps):
    t = i * dt
    h_in = scan_Hin / Hp * min(1.0, max(0.0, (t - 900) / 300))
    u_old = m[0] + 1j * m[1]
    m = lab_step(m, t, dt, rising_drive, hz, h_in, alpha_ex)
    if t >= t_measure - 1e-9:
        u_new = m[0] + 1j * m[1]
        w = np.sin(np.pi * (t + dt / 2 - t_measure) / (t_end - t_measure))**2
        turn += w * np.angle(u_new * np.conj(u_old))
        weight_sum += w * dt
        line_t.append(t + dt)
        line_u.append(u_new[main])
        line_w.append(np.sin(np.pi * (t + dt - t_measure) / (t_end - t_measure))**2)
scan_drift = turn / weight_sum

# --- the same state as a closed orbit of the rotating frame ------------------
ang = Omega * steps * dt
n_start = np.array([np.cos(ang) * m[0, main] + np.sin(ang) * m[1, main],
                    -np.sin(ang) * m[0, main] + np.cos(ang) * m[1, main],
                    m[2, main]])
t, c = crossings(n_start, p_ex, 1200)
period, c_cycle = (t[-1] - t[-6]) / 5, c[-1]
nu = 2 * np.pi / period
drift = Omega - nu
assert abs(c[-1] - c[-2]) < 1e-7
assert 0 < drift < Omega / 2
assert abs(scan_drift[main] / drift - 1) < 2e-3

grid = np.linspace(0, period, 2001)[:-1]
cycle = solve_ivp(lambda t, n: rotating_flow(n, p_ex), (0, period),
                  section_point(c_cycle), method="DOP853", rtol=1e-10,
                  atol=1e-12, t_eval=grid).y
lab_velocity = np.array(rotating_flow(cycle, p_ex))
lab_velocity[0] -= Omega * cycle[1]
lab_velocity[1] += Omega * cycle[0]
spin_side = np.mean(cycle[0] * lab_velocity[1] - cycle[1] * lab_velocity[0])
power_side = np.mean((lab_velocity**2).sum(axis=0)) / Omega
assert abs(spin_side / power_side - 1) < 1e-5

# --- section crossings are monotone; multiplier from mean divergence ---------
_, above = crossings(section_point(c_cycle + 0.15), p_ex, 500)
_, below = crossings(section_point(c_cycle - 0.005), p_ex, 500)
step_a, step_b = np.diff(above), np.diff(below)
assert np.all(step_a[np.abs(step_a) > 1e-7] < 0)
assert np.all(step_b[np.abs(step_b) > 1e-7] > 0)
assert abs(above[-1] - c_cycle) < 1e-2 and abs(below[-1] - c_cycle) < 1e-3
multiplier = np.exp(period * np.mean(divergence(cycle, p_ex)))
delta = 1e-4
up = crossings(section_point(c_cycle + delta), p_ex, 1.5 * period)[1][0]
down = crossings(section_point(c_cycle - delta), p_ex, 1.5 * period)[1][0]
slope = (up - down) / (2 * delta)
assert abs(slope - multiplier) < 1e-3

# --- laboratory lines lie at Omega - k nu ------------------------------------
line_t, line_u, line_w = map(np.array, (line_t, line_u, line_w))
lines = []
for k in (0, 1, 2):
    amp_cycle = abs(np.mean((cycle[0] + 1j * cycle[1]) * np.exp(1j * k * nu * grid)))
    lab_f = Omega - k * nu
    amp_lab = abs(np.sum(line_w * line_u * np.exp(-1j * lab_f * line_t)) / line_w.sum())
    assert abs(amp_cycle - amp_lab) < 3e-3
    lines.append((k, lab_f * f_unit / 1e9, amp_cycle))

# --- Lyapunov exponents: circular against linear polarization ----------------
Om_g, h_g = np.meshgrid(np.linspace(0.2, 0.8, 8), np.linspace(0.05, 0.5, 8))
count = Om_g.size
Om_all, h_all = np.tile(Om_g.ravel(), 4), np.tile(h_g.ravel(), 4)
polar = np.tile(np.repeat([1.0, 0.0], count), 2)   # 1 circular, 0 linear


def polarized_drive(t):
    return h_all * np.cos(Om_all * t), polar * h_all * np.sin(Om_all * t)


gap, dt_l, settle, window = 1e-7, 0.15, 450.0, 900.0
half = 2 * count
start = np.array([np.sqrt(0.91) * np.cos(0.4), np.sqrt(0.91) * np.sin(0.4), 0.3])
m = np.repeat(start[:, None], 2 * half, axis=1)
m[2, half:] += gap
growth = np.zeros(half)
for i in range(int(round((settle + window) / dt_l))):
    m = lab_step(m, i * dt_l, dt_l, polarized_drive, 0.1, 0.0, 0.03)
    if i % 10 == 9:
        diff = m[:, half:] - m[:, :half]
        dist = np.sqrt((diff**2).sum(axis=0))
        if i * dt_l > settle:
            growth += np.log(dist / gap)
        m[:, half:] = m[:, :half] + diff * gap / dist
lyap = growth / window
resolution = 2 * np.log(window) / window       # algebraic growth over the window
assert lyap[:count].max() < resolution
assert lyap[count:].max() > 2 * resolution

# --- thermal diffusion of the azimuth on the undriven cone -------------------
theta_T, a_T, hz_T, dt_T, copies = 1e-4, 0.1, 0.5, 0.2, 3000
m = np.repeat(section_point(hz_T)[:, None], copies, axis=1)
azimuth = np.zeros(copies)
variances = []
sigma = np.sqrt(2 * a_T * theta_T / dt_T)
for i in range(1500):
    noise = sigma * rng.normal(size=(3, copies))
    u_old = m[0] + 1j * m[1]
    m = lab_step(m, 0.0, dt_T, lambda t: (noise[0], noise[1]),
                 hz_T + noise[2], 0.0, a_T)
    azimuth += np.angle((m[0] + 1j * m[1]) * np.conj(u_old))
    if i + 1 in (500, 1500):
        variances.append(azimuth.var())
D_measured = (variances[1] - variances[0]) / (2 * 1000 * dt_T)
D_law = theta_T / (a_T * (1 - hz_T**2))
assert abs(D_measured / D_law - 1) < 0.15

# --- sizes of neglected effects ----------------------------------------------
volume = np.pi * radius**2 * thick
kB_erg = const.k * 1e7
widths = [gamma * kB_erg * T / (alpha_ex * M * volume * (1 - hz**2)) / np.pi
          for T in (4.2, 300.0)]
k_mode = jnp_zeros(1, 1)[0] / radius
H_exchange = 2 * A_ex * k_mode**2 / M

# --- printed numbers -----------------------------------------------------------
print(f"Disk: M {M:.0f} emu/cm3, diameter {2e7*radius:.0f} nm, thickness {1e7*thick:.0f} nm, alpha {alpha_ex}")
print(f"Fields: static {Hz:.0f} Oe, rotating {Ha:.0f} Oe at {f_drive/1e9:.1f} GHz")
print(f"gamma/(2 pi) = {gamma/2/np.pi/1e6:.4f} MHz/Oe; axial demagnetizing factor = {Nz:.4f}")
print(f"Easy-plane field H_p = {Hp:.0f} Oe; gamma H_p/(2 pi) = {f_unit/1e9:.3f} GHz; 1/(gamma H_p) = {1e12/(2*np.pi*f_unit):.3f} ps")
print(f"Reduced: hz = {hz:.4f}, h = {h:.5f}, Omega = {Omega:.4f}")
print(f"Index sum equals 2 in all {index_sets} random parameter sets")
for n in fixed_points(p_ex):
    J = tangent_jacobian(n, p_ex)
    kind = "saddle" if np.linalg.det(J) < 0 else ("attractor" if np.trace(J) < 0 else "repeller")
    print(f"Fixed point: cos(theta) = {n[2]:+.4f}, phi = {np.degrees(np.arctan2(n[1], n[0])):+.2f} deg, {kind}")
print(f"Cycle: period {period:.4f} (reduced) = {period/(2*np.pi*f_unit)*1e9:.4f} ns, frequency {nu*f_unit/1e9:.4f} GHz")
print(f"Cycle: cos(theta) from {cycle[2].min():.4f} to {cycle[2].max():.4f}; at section {c_cycle:.4f}")
print(f"Drift frequency: rotating frame {drift*f_unit/1e9:.4f} GHz, laboratory run {scan_drift[main]*f_unit/1e9:.4f} GHz")
print(f"Balance: <sin^2 psi'> = {spin_side:.6f}, <|m'|^2>/Omega = {power_side:.6f} (reduced)")
print(f"Multiplier: from divergence {multiplier:.5f}, from return map {slope:.5f}")
print("First section crossings from above:", " ".join(f"{v:.4f}" for v in above[:6]))
print("First section crossings from below:", " ".join(f"{v:.5f}" for v in below[:6]))
for k, freq, amp in lines:
    print(f"Transverse line k={k}: {freq:+.4f} GHz, amplitude {amp:.4f}")
for a, b, c_, d in weak_rows:
    print(f"Weak drive h=0.01, alpha=0.02, hz={a}, Omega={b}: drift {c_:.4e}, law {d:.4e} (reduced)")
for i in range(8):
    hh = scan_Ha[i] / Hp
    law = hh**2 * (Omega**2 + 1 - hz**2) / (2 * Omega**3)
    print(f"Slow rise to {scan_Ha[i]:.0f} Oe: mean precession {scan_drift[i]*f_unit/1e9:.4f} GHz, weak-drive law {law*f_unit/1e9:.4f} GHz")
for i in range(8, 13):
    print(f"200 Oe plus in-plane anisotropy {scan_Hin[i]:.0f} Oe: mean precession {scan_drift[i]*f_unit/1e9:.4f} GHz")
print(f"Lyapunov scan: {count} sets, Omega 0.2-0.8, h 0.05-0.5, hz 0.1, alpha 0.03; resolution {resolution:.4f}")
print(f"Largest exponent (reduced): circular {lyap[:count].max():.4f}, linear {lyap[count:].max():.4f}")
print(f"Linear-polarization sets above resolution: {int((lyap[count:] > resolution).sum())} of {count}")
print(f"Azimuth diffusion (reduced): stochastic run {D_measured:.3e}, law {D_law:.3e}")
print(f"Thermal full linewidth estimate: {widths[0]/1e6:.2f} MHz at 4.2 K, {widths[1]/1e6:.0f} MHz at 300 K")
print(f"Exchange field of first nonuniform mode: {H_exchange:.0f} Oe (A = {A_ex:.1e} erg/cm, rough)")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Disk: M 800 emu/cm3, diameter 80 nm, thickness 8 nm, alpha 0.02
Fields: static 3500 Oe, rotating 200 Oe at 5.0 GHz
gamma/(2 pi) = 2.8025 MHz/Oe; axial demagnetizing factor = 0.7967
Easy-plane field H_p = 6987 Oe; gamma H_p/(2 pi) = 19.581 GHz; 1/(gamma H_p) = 8.128 ps
Reduced: hz = 0.5009, h = 0.02862, Omega = 0.2553
Index sum equals 2 in all 200 random parameter sets
Fixed point: cos(theta) = -0.9997, phi = -179.77 deg, repeller
Fixed point: cos(theta) = +0.9993, phi = -179.61 deg, repeller
Fixed point: cos(theta) = +0.2530, phi = -170.06 deg, saddle
Fixed point: cos(theta) = +0.2387, phi = -9.98 deg, attractor
Cycle: period 27.0973 (reduced) = 0.2202 ns, frequency 4.5404 GHz
Cycle: cos(theta) from 0.3895 to 0.5911; at section 0.5910
Drift frequency: rotating frame 0.4596 GHz, laboratory run 0.4596 GHz
Balance: <sin^2 psi'> = 0.023622, <|m'|^2>/Omega = 0.023622 (reduced)
Multiplier: from divergence 0.66164, from return map 0.66164
First section crossings from above: 0.7174 0.6949 0.6742 0.6558 0.6401 0.6273
First section crossings from below: 0.58776 0.58888 0.58961 0.59009 0.59041 0.59061
Transverse line k=0: +5.0000 GHz, amplitude 0.2406
Transverse line k=1: +0.4596 GHz, amplitude 0.8212
Transverse line k=2: -4.0808 GHz, amplitude 0.1790
Weak drive h=0.01, alpha=0.02, hz=0.5, Omega=0.6: drift 2.5678e-04, law 2.5694e-04 (reduced)
Weak drive h=0.01, alpha=0.02, hz=0.3, Omega=0.9: drift 1.1788e-04, law 1.1797e-04 (reduced)
Slow rise to 50 Oe: mean precession 0.0246 GHz, weak-drive law 0.0245 GHz
Slow rise to 100 Oe: mean precession 0.1011 GHz, weak-drive law 0.0981 GHz
Slow rise to 150 Oe: mean precession 0.2389 GHz, weak-drive law 0.2207 GHz
Slow rise to 200 Oe: mean precession 0.4596 GHz, weak-drive law 0.3923 GHz
Slow rise to 250 Oe: mean precession 0.8204 GHz, weak-drive law 0.6130 GHz
Slow rise to 300 Oe: mean precession 1.5828 GHz, weak-drive law 0.8828 GHz
Slow rise to 350 Oe: mean precession 5.0000 GHz, weak-drive law 1.2015 GHz
Slow rise to 400 Oe: mean precession 5.0000 GHz, weak-drive law 1.5694 GHz
200 Oe plus in-plane anisotropy 2 Oe: mean precession 0.4575 GHz
200 Oe plus in-plane anisotropy 5 Oe: mean precession 0.4434 GHz
200 Oe plus in-plane anisotropy 10 Oe: mean precession 0.3834 GHz
200 Oe plus in-plane anisotropy 20 Oe: mean precession -0.0001 GHz
200 Oe plus in-plane anisotropy 40 Oe: mean precession 0.0000 GHz
Lyapunov scan: 64 sets, Omega 0.2-0.8, h 0.05-0.5, hz 0.1, alpha 0.03; resolution 0.0151
Largest exponent (reduced): circular 0.0010, linear 0.1456
Linear-polarization sets above resolution: 29 of 64
Azimuth diffusion (reduced): stochastic run 1.266e-03, law 1.333e-03
Thermal full linewidth estimate: 6.74 MHz at 4.2 K, 482 MHz at 300 K
Exchange field of first nonuniform mode: 689 Oe (A = 1.3e-06 erg/cm, rough)
ALL CHECKS PASSED
```
